# Hellmann-Feynman force, Pulay force and floating orbitals in H2+

**The system.** Two clamped protons A and B lie on the $z$ axis at $-R/2$ and $+R/2$ and share one nonrelativistic electron. In Gaussian units

$$H=-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{r_A}-\frac{e^2}{r_B}+\frac{e^2}{R}.$$

The real, normalized trial function is $\psi=N(\phi_1+\phi_2)$, where $\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$ is centred at $z=\mp s/2$. Its energy is $E(R,\zeta,s)=\langle\psi|H|\psi\rangle$. In LCAO each orbital sits on its proton, $s=R$. Forces act on proton B and are positive outward. Numbers are in hartree, bohr ($a_0=\hbar^2/me^2$) and hartree/bohr.

## Part (a)

*Split the LCAO force $F=-dE/dR$, with $\zeta$ optimized at each $R$, into the electrostatic force on the proton and a remainder. Write the remainder as a matrix element.*

**Answer.** At fixed $\zeta$ and $s$ the function $\psi$ does not depend on $R$, so $\partial E/\partial R=\langle\partial H/\partial R\rangle$. Increasing $R$ by $dR$ moves B by $+dR/2$ and A by $-dR/2$. Hence $-\langle\partial H/\partial R\rangle=\tfrac12(F_B-F_A)$, where $F_{A,B}$ are the $z$ components of the Coulomb forces on the protons. Mirror symmetry gives $F_A=-F_B$, so this is $F_B$, the Hellmann-Feynman force:

$$F_{HF}=-\left.\frac{\partial E}{\partial R}\right|_{\zeta,s}.$$

In LCAO $s=R$ changes too, and

$$\frac{dE}{dR}=\frac{\partial E}{\partial R}+\frac{\partial E}{\partial s}+\frac{\partial E}{\partial\zeta}\frac{d\zeta}{dR}.$$

The last term is zero because $\zeta$ is optimal. Thus $F=F_{HF}+F_P$, with the Pulay force

$$F_P=-\left.\frac{\partial E}{\partial s}\right|_{s=R}=-2\left\langle\frac{\partial\psi}{\partial s}\Big|H-E\Big|\psi\right\rangle .$$

Subtracting $E$ is allowed because normalization gives $\langle\partial_s\psi|\psi\rangle=0$. The derivative of $N$ contributes a multiple of $\langle\psi|H-E|\psi\rangle=0$. The two orbitals move by $\pm ds/2$ and contribute equally, so

$$F_P=-2N^2\left\langle\frac{\partial\phi_B}{\partial Z_B}\Big|H-E\Big|\phi_A+\phi_B\right\rangle,$$

where $Z_B$ is the position of the centre of $\phi_B$. This would vanish for an eigenfunction, for which $(H-E)\psi=0$.

## Part (b)

*Find the LCAO energy and the true force $F$ in closed form.*

**Answer.** Let $p=\zeta R$, $\lambda=(r_A+r_B)/R$ and $\mu=(r_A-r_B)/R$. The volume element is $(R^3/8)(\lambda^2-\mu^2)\,d\lambda\,d\mu\,d\varphi$, and $\phi_A\phi_B=(\zeta^3/\pi)e^{-p\lambda}$. The overlap is

$$S=\frac{p^3}{4}\int_1^\infty e^{-p\lambda}\left(2\lambda^2-\tfrac23\right)d\lambda=e^{-p}\left(1+p+\frac{p^2}{3}\right).$$

With $r_B=R(\lambda-\mu)/2$,

$$\langle A|r_B^{-1}|B\rangle=\zeta^3R^2\int_1^\infty\lambda e^{-p\lambda}d\lambda=\zeta K,\qquad K=e^{-p}(1+p).$$

For $\langle A|r_B^{-1}|A\rangle$, the charge of $\phi_A^2$ inside radius $R$ is $q=1-e^{-2p}(1+2p+2p^2)$. The charge outside contributes $\int_R^\infty4\zeta^3re^{-2\zeta r}dr=\zeta e^{-2p}(1+2p)$. Therefore

$$\langle A|r_B^{-1}|A\rangle=\frac qR+\zeta e^{-2p}(1+2p)=\zeta J,\qquad J=\frac1p-e^{-2p}\left(1+\frac1p\right).$$

Since $\nabla^2e^{-\zeta r}=(\zeta^2-2\zeta/r)e^{-\zeta r}$, the kinetic operator gives $(\hbar^2/m)(-\zeta^2/2+\zeta/r)\phi$. With $\langle B|r_B^{-1}|B\rangle=\zeta$, its matrix elements are $\hbar^2\zeta^2/2m$ (diagonal) and $(\hbar^2\zeta^2/m)(K-S/2)$ (off-diagonal). With $N^2=1/[2(1+S)]$ and two equal attractions, $E=e^2/R+E_{el}$, where

$$E_{el}=\frac{\dfrac{\hbar^2\zeta^2}{m}\left(\dfrac{1-S}{2}+K\right)-e^2\zeta(1+J+2K)}{1+S}.$$

Primes denote $d/dp$:

$$S'=-\tfrac13p(1+p)e^{-p},\quad K'=-pe^{-p},\quad J'=-\frac1{p^2}+e^{-2p}\left(2+\frac2p+\frac1{p^2}\right).$$

At fixed $\zeta$, $dp/dR=\zeta$. The quotient rule gives

$$F=\frac{e^2}{R^2}+\frac{\dfrac{\hbar^2\zeta^3}{m}\left(\dfrac{S'}2-K'\right)+e^2\zeta^2(J'+2K')+\zeta E_{el}S'}{1+S}.$$

## Part (c)

*Find $F_{HF}$ for the same function, and hence $F_P$.*

**Answer.** Let $\theta$ be the angle at B measured from the inward direction. An electron on the inner side pulls B inward, so

$$F_{HF}=\frac{e^2}{R^2}-e^2\int\psi^2\,\frac{\cos\theta}{r_B^2}\,d\tau .$$

The density $\phi_B^2$ is spherical about B and gives zero. The density $\phi_A^2$ gives the field of a sphere, $q/R^2=-\zeta^2J'$. For $\phi_A\phi_B$, the cosine rule gives $\cos\theta=(1-\lambda\mu)/(\lambda-\mu)$, and the integral is $\zeta^2w$ with

$$w=p\int_1^\infty d\lambda\,e^{-p\lambda}\int_{-1}^1d\mu\,\frac{(1-\lambda\mu)(\lambda+\mu)}{(\lambda-\mu)^2}.$$

Put $u=\lambda-\mu$. The inner integrand becomes $2\lambda(1-\lambda^2)/u^2+(3\lambda^2-1)/u-\lambda$, with $u$ running from $\lambda-1$ to $\lambda+1$. The three terms integrate to $-4\lambda$, $(3\lambda^2-1)L$ and $-2\lambda$, where $L=\ln[(\lambda+1)/(\lambda-1)]$. So

$$w=p\int_1^\infty e^{-p\lambda}\left[(3\lambda^2-1)L-6\lambda\right]d\lambda .$$

Define $\Lambda=\int_1^\infty e^{-p\lambda}L\,d\lambda$. Integrating the $\ln(\lambda+1)$ part by parts gives $[e^{-p}\ln2+e^pE_1(2p)]/p$, with $E_1(x)=\int_x^\infty e^{-t}dt/t$. The $\ln(\lambda-1)$ part is $-e^{-p}(\gamma+\ln p)/p$, with $\gamma$ Euler's constant. Hence $\Lambda=G/p$, where $G$ takes the upper sign in

$$G,\,D=e^{-p}(\gamma+\ln2p)\pm e^pE_1(2p).$$

Because $dE_1(2p)/dp=-e^{-2p}/p$, one finds $G'=-D$ and $D'=-G+2e^{-p}/p$. Differentiating $G/p$ twice,

$$\Lambda''=\frac Gp+\frac{2D}{p^2}+\frac{2G}{p^3}-\frac{2e^{-p}}{p^2}.$$

Then $w=p(3\Lambda''-\Lambda)-6e^{-p}(1+1/p)$ becomes

$$w=2G+\frac{6D}p+\frac{6G}{p^2}-e^{-p}\left(6+\frac{12}p\right).$$

Weighting the densities by $N^2$, with the cross term counted twice, gives

$$F_{HF}=\frac{e^2}{R^2}+\frac{e^2\zeta^2(J'/2-w)}{1+S}.$$

Subtracting this from $F$,

$$F_P=\frac{\dfrac{\hbar^2\zeta^3}{m}\left(\dfrac{S'}2-K'\right)+e^2\zeta^2\left(\dfrac{J'}2+2K'+w\right)+\zeta E_{el}S'}{1+S}.$$

## Part (d)

*Evaluate the forces at $R=2a_0$, where the optimal exponent is $\zeta=1.2387/a_0$. Does the virial theorem reveal the discrepancy?*

**Answer.** Here $p=2.4774$, $S=0.463739$, $w=0.084754$, $S'=-0.241107$, $K'=-0.208006$, $J'=-0.141994$ and $E_{el}=-0.586506-0.5=-1.086506$. Then

$$F_{HF}=0.25+\frac{1.53438(-0.070997-0.084754)}{1.463739}=0.0867,$$

$$F=0.25+\frac{0.166215-0.856193+0.324495}{1.463739}=0.0003,$$

and $F_P=-0.0864$. In nanonewtons, $F_{HF}=7.15$, $F=0.03$ and $F_P=-7.12$. Direct integration of the matrix element in part (a) gives the same $F_P$.

The energy curve has its minimum at $R=2.003a_0$, where $F_{HF}$ is still $0.0863$. The Hellmann-Feynman force was repulsive at every point of a scan from $0.5$ to $12a_0$. Taken alone, it shows no bond there.

The virial theorem, written with the slope of the energy curve, does not reveal this. Since $E=(\hbar^2\zeta^2/m)\,t(p)+e^2\zeta\,v(p)$, with $t$ and $v$ functions of $p$ alone,

$$\zeta\frac{\partial E}{\partial\zeta}=2T+V+R\frac{\partial E}{\partial R},$$

where $T$ and $V$ are the kinetic and potential energies and the $R$ derivative is taken along $s=R$. For optimal $\zeta$ the left side is zero, so $T+E+R\,dE/dR=0$. Numerically, $0.587126-0.586506-2(0.000310)=0$. In this form the relation tests the scale of the function, not the electric field at the proton. It does give the true force as $F=(T+E)/R$ for optimal $\zeta$, so the discrepancy appears once $F_{HF}$ is put in place of $F$: $T+E-RF_{HF}=RF_P=-0.173$.

## Part (e)

*Find $F_{HF}$ and $F_P$ at large $R$ and explain them.*

**Answer.** Now $\zeta\to1/a_0$, the quantities $S$, $K'$ and $w$ vanish exponentially apart from powers and logarithms, and $J'\to-1/p^2$. To leading order

$$F_{HF}\to\frac{e^2}{R^2}-\frac{e^2}{2R^2}=\frac{e^2}{2R^2},\qquad F\to0,\qquad F_P\to-\frac{e^2}{2R^2}.$$

With weight one half the electron is on A, and B faces a neutral atom. With weight one half it is on B. Proton A then repels proton B and attracts B's electron, but the spherical cloud centred on B cannot pass that attraction to its proton. The energy derivative moves cloud and proton together and therefore includes the missing pull. At $R=16a_0$ the program finds $2R^2F_{HF}/e^2=0.9998$.

## Part (f)

*Floating orbitals leave $s$ free. Show what this does to the Pulay force, and under what conditions. Find the displacement at large $R$.*

**Answer.** Let $s(R)$ and $\zeta(R)$ be a smoothly varying stationary point of $E$. Then

$$\frac{dE}{dR}=\frac{\partial E}{\partial R}+\frac{\partial E}{\partial s}\frac{ds}{dR}+\frac{\partial E}{\partial\zeta}\frac{d\zeta}{dR}=\frac{\partial E}{\partial R}=-F_{HF}.$$

The Pulay force is gone. A constant exponent also suffices, since then $d\zeta/dR=0$. With $\zeta=1/a_0$ at $R=2a_0$, both forces are $0.0495$.

The same holds for centres frozen in space, $ds/dR=0$, but such orbitals do not follow the protons. If the centres move with the protons, their position must be optimized, not merely displaced. If the inward offset $d=(R-s)/2$ is held fixed, $ds/dR=1$ and a residue $-\partial E/\partial s$ remains. At $R=2a_0$, with half the optimal offset and the exponent held at its floating optimum, $F_{HF}=0.0387$ but $F=-0.0011$.

At large $R$, neglect overlap and set $\zeta=1/a_0$. For a small offset, expanding $J$ with $p$ replaced by $x=d/a_0$ gives $1-\tfrac23x^2$, so the attraction to the orbital's own proton is weakened by $2e^2d^2/3a_0^3$. The attraction to the other proton is $-e^2/(R-d)$. Stationarity in $d$ requires

$$\frac{4e^2d}{3a_0^3}=\frac{e^2}{(R-d)^2}\approx\frac{e^2}{R^2},\qquad d\approx\frac{3a_0^3}{4R^2}.$$

The left side is also the pull of the displaced cloud on its own proton. With weight one half it supplies the missing $-e^2/2R^2$ of part (e). At $R=16a_0$ the optimized orbitals give $dR^2=0.754a_0^3$.

## Part (g)

*At $R=2a_0$ the floating optimum is $\zeta=1.2423/a_0$, $s=1.8135a_0$. Compare it with LCAO. Is its force now the exact one?*

**Answer.** The offset is $d=(2-1.8135)a_0/2=0.093a_0$, or $4.9$ pm, inward. This is the direction expected from part (d), since $\partial E/\partial s=-F_P>0$ at $s=R$. The energy is $-0.594146$, which is $0.208$ eV below LCAO. The three-centre attraction integral was evaluated by quadrature.

| $R/a_0$ | LCAO $F_{HF}$ | LCAO $F$ | floating $F_{HF}=F$ |
|---|---|---|---|
| 1.5 | 0.2010 | 0.0982 | 0.0998 |
| 2.0 | 0.0867 | 0.0003 | −0.0015 |
| 3.0 | 0.0275 | −0.0299 | −0.0328 |
| 4.0 | 0.0154 | −0.0229 | −0.0247 |
| 6.0 | 0.0102 | −0.0071 | −0.0075 |

In the last column the force from the density and the slope of the reoptimized energy were computed separately. They agree within the test tolerance of $5\times10^{-6}$.

The force is consistent with its energy curve, but it is not exact. A converged basis for the same clamped, nonrelativistic problem gives $E=-0.602634$ and $F=-0.0003$ at $R=2a_0$. The floating energy is still $0.231$ eV too high, and its force of $-0.0015$ is farther from the converged value than the LCAO energy gradient, $+0.0003$. This ordering was found at one distance only, close to where all three forces pass through zero (the LCAO and floating minima lie at $2.003a_0$ and $1.985a_0$), and it says nothing about other distances. It does show that agreement between $F_{HF}$ and $F$ does not measure the accuracy of either.

## Values computed for the example and the checks

```
Energies in hartree, lengths in bohr, forces in hartree/bohr
LCAO at R = 2.0: zeta = 1.23870 1/bohr, p = 2.47740
  S = 0.463739, K = 0.291968, J = 0.393755, w = 0.084754
  S' = -0.241107, K' = -0.208006, J' = -0.141994
  total energy = -0.586506, kinetic energy = 0.587126
  proton-proton repulsion force = 0.250000
  Hellmann-Feynman force = 0.086733 (7.146 nN)
  true force -dE/dR = 0.000310 (0.026 nN)
  Pulay force = -0.086423 (-7.120 nN)
  Pulay force by direct integration = -0.086423
  virial sum T + E + R dE/dR = 2.3e-09 hartree
LCAO minimum: R = 2.0033 (106.01 pm), E = -0.586507
  Hellmann-Feynman force there = 0.086312
Smallest LCAO HF force for R from 0.5 to 12.0 = 0.003457
LCAO at R = 16: 2R^2 F_HF = 0.9998, 2R^2 F_true = -0.0006 (dimensionless)
Floating at R = 2.0: zeta = 1.24230 1/bohr, s = 1.81351
  inward offset d = 0.09325 (4.93 pm)
  total energy = -0.594146, gain over LCAO = 0.2079 eV
  Hellmann-Feynman force = -0.001530 (-0.126 nN)
  true force -dE/dR = -0.001530 (-0.126 nN)
  difference true - HF = 3.5e-09
  virial sum = 3.1e-08 hartree
Floating, zeta fixed at 1, R = 2.0: s = 1.72321
  HF force = 0.049497, true force = 0.049497
Offset half the optimum, held fixed, R = 2.0:
  HF = 0.038696, true = -0.001090, rest = -0.039786
Floating minimum: R = 1.9848 (105.03 pm), E = -0.594158
Floating at R = 16: d R^2 = 0.7540 bohr^3
Converged basis at R = 2.0: E = -0.602634, force = -0.000288 (-0.024 nN)
  floating energy lies above it by 0.2310 eV
Table: R | LCAO HF, Pulay, true | float d, HF, true
  1.5 | 0.20100 -0.10275 0.09825 | 0.08001 0.09980 0.09980
  2.0 | 0.08673 -0.08642 0.00031 | 0.09325 -0.00153 -0.00153
  3.0 | 0.02752 -0.05743 -0.02991 | 0.08941 -0.03282 -0.03282
  4.0 | 0.01538 -0.03827 -0.02289 | 0.06699 -0.02474 -0.02474
  6.0 | 0.01024 -0.01734 -0.00711 | 0.02907 -0.00750 -0.00750
```
